\section*{Decay of a high-frequency local mode into several lattice phonons}

\section*{The problem}

A light impurity in a crystal can vibrate at an angular frequency $\Omega$ above every lattice frequency. In the harmonic approximation this local mode lives forever. Anharmonic forces let it pass its energy to lattice phonons, several at once because no single phonon can take it.

Let $Q$ be the local coordinate, with effective mass $m$, and $u$ the displacement of a neighbouring host atom along the bond. With $b$ and $a_k$ the lowering operators of the local mode and of lattice mode $k$,
\begin{equation}
Q=A_0(b+b^\dagger),\quad A_0^2=\frac{\hbar}{2m\Omega},\quad
u=\sum_k A_k(a_k+a_k^\dagger),
\end{equation}
with real amplitudes $A_k$. The lattice band ends at $\omega_m<\Omega$. Its weight in $u$ is $g(\omega)=\sum_kA_k^2\,\delta(\omega-\omega_k)$. The coupling that involves $p$ lattice phonons is
\begin{equation}
V=\frac{K_p}{p!}\,Q\,u^p .
\end{equation}
The lattice is a large bath that stays at temperature $T$, and the coupling is weak enough for the golden rule. Write $n_i=1/(e^{x_i}-1)$ with $x_i=\hbar\omega_i/kT$, and $X=\hbar\Omega/kT$.

\section*{(a) Downward and upward rates}

\textit{Find the rate $\gamma_\downarrow$ of the step from one local quantum to none with emission of $p$ phonons, and the rate $\gamma_\uparrow$ of the reverse step. Which other processes does $V$ allow when $(p-1)\omega_m<\Omega<p\,\omega_m$?}

\textbf{Solution.} Take a final state with one more phonon in each of $p$ different modes. In $u^p$ the product $a_1^\dagger\cdots a_p^\dagger$ occurs in $p!$ orders, which cancel the $1/p!$ in $V$. Each $a_i^\dagger$ contributes $\sqrt{n_i+1}$, where $n_i$ is for the moment the actual number of phonons, and $b$ contributes $1$. Hence
\begin{equation}
M=K_pA_0\prod_{i=1}^pA_i\sqrt{n_i+1}.
\end{equation}
States with two phonons in the same mode have vanishing weight in a large crystal. The golden rule is $(2\pi/\hbar)\sum|M|^2\delta(E)$, and $\delta(\hbar\omega)=\delta(\omega)/\hbar$. A sum over sets of modes is $1/p!$ times a sum over ordered lists. Different modes are thermally independent, so averaging replaces each $n_i$ by its Bose value:
\begin{equation}
\gamma_\downarrow=\frac{2\pi K_p^2A_0^2}{\hbar^2p!}\int\prod_i g(\omega_i)\,d\omega_i\;
\delta\Big(\Omega-\sum_i\omega_i\Big)\prod_i(1+n_i).
\label{down}
\end{equation}
The step from zero to one quantum absorbs the same phonons. Each factor $\sqrt{n_i+1}$ becomes $\sqrt{n_i}$, so $\gamma_\uparrow$ is (\ref{down}) with $\prod n_i$ in place of $\prod(1+n_i)$. Since $1+n_i=e^{x_i}n_i$ and energy conservation gives $\sum x_i=X$,
\begin{equation}
\prod_i(1+n_i)=e^{X}\prod_in_i,\qquad \gamma_\uparrow=e^{-X}\gamma_\downarrow .
\label{db}
\end{equation}

The operator $u^p$ also contains terms that emit $j<p$ phonons and absorb the rest. They can deliver at most $j\omega_m\le(p-1)\omega_m<\Omega$ to the lattice, so they cannot conserve energy. Terms in which a mode is created and destroyed again leave at most $p-2$ phonons and fail for the same reason. In the stated window, decay into $p$ phonons and its reverse are therefore the only processes of this coupling that change the local quantum number by one. Couplings with fewer phonons cannot act at all in this order.

\section*{(b) Cubic forces acting twice}

\textit{For $p=3$ the same final state is reached by two cubic steps through a virtual mode. Show that the thermal occupation of that mode drops out.}

\textbf{Solution.} Let the virtual mode have frequency $\nu$, occupation $n_v$ and dimensionless coordinate $\hat v=c+c^\dagger$, and let it differ from the local mode and from the three final phonons. With hats denoting sums of lowering and raising operators, take
\begin{equation}
V_3=\alpha\,\hat Q\hat q_1\hat v+\beta\,\hat v\hat q_2\hat q_3 .
\end{equation}
The second-order amplitude is $\sum_i\langle f|V_3|i\rangle\langle i|V_3|0\rangle/(E_0-E_i)$. Let $w=\Omega-\omega_1=\omega_2+\omega_3$. If $\alpha$ acts first, the intermediate state has lost $\hbar w$ from the external modes and has gained or lost $\hbar\nu$; the denominators are $\hbar(w-\nu)$ and $\hbar(w+\nu)$. If $\beta$ acts first, the external modes have gained $\hbar w$; the denominators are $-\hbar(w+\nu)$ and $-\hbar(w-\nu)$. Creating and then destroying the virtual quantum gives $n_v+1$, and the opposite order gives $n_v$. The sum is
\begin{align}
S&=\frac{n_v+1}{w-\nu}+\frac{n_v}{w+\nu}-\frac{n_v+1}{w+\nu}-\frac{n_v}{w-\nu}\nonumber\\
&=\frac1{w-\nu}-\frac1{w+\nu}=\frac{2\nu}{w^2-\nu^2},
\end{align}
and the amplitude is $(\alpha\beta/\hbar)\,S\prod_i\sqrt{1+n_i}$. The external phonons carry the same square roots as in (a), and $n_v$ has cancelled. Such a path therefore adds a temperature-independent term to the coupling, provided that $w\neq\nu$. For a virtual lattice phonon this holds whenever $\Omega>2\omega_m$, because then $w\ge\Omega-\omega_m>\omega_m\ge\nu$.

The added term depends on $w$. Treating the total coupling as one constant $K_3$ is thus a model assumption. If it is dropped, $K_3^2$ goes under the integral in (\ref{down}) and changes the weight given to each phonon triple.

\section*{(c) What relaxes at which rate}

\textit{Find the relaxation rate of the mean quantum number $\langle N\rangle$ and that of the vibration amplitude. How does a mode restricted to two levels differ?}

\textbf{Solution.} For a harmonic mode $|\langle N-1|b|N\rangle|^2=N$. The step down from level $N$ has rate $N\gamma_\downarrow$ and the step up has rate $(N+1)\gamma_\uparrow$, so
\begin{equation}
\frac{d\langle N\rangle}{dt}=-\gamma_\downarrow\langle N\rangle+\gamma_\uparrow(\langle N\rangle+1)
=-\Gamma\,(\langle N\rangle-N_{\rm eq}),
\end{equation}
\begin{equation}
\Gamma=\gamma_\downarrow-\gamma_\uparrow,\qquad
N_{\rm eq}=\frac{\gamma_\uparrow}{\gamma_\downarrow-\gamma_\uparrow}=\frac1{e^X-1}.
\end{equation}
The last step uses (\ref{db}); the mode settles at its Bose occupation.

For the amplitude, a jump operator $L$ with rate $\gamma$ changes the mean of an operator $O$ by $\tfrac{\gamma}{2}\langle L^\dagger[O,L]+[L^\dagger,O]L\rangle$. Put $O=b$. For $L=b$ the first commutator vanishes and $[b^\dagger,b]=-1$ gives $-\tfrac12\gamma_\downarrow\langle b\rangle$. For $L=b^\dagger$ the second vanishes and $[b,b^\dagger]=1$ gives $+\tfrac12\gamma_\uparrow\langle b\rangle$. With the free rotation,
\begin{equation}
\frac{d\langle b\rangle}{dt}=-\Big(i\Omega+\frac{\Gamma}{2}\Big)\langle b\rangle .
\end{equation}
An amplitude that falls as $e^{-\Gamma t/2}$ has a Lorentzian line of full width $\Gamma$ in angular frequency, or $\Gamma/2\pi c$ in wavenumber. This width needs a strictly harmonic ladder. If anharmonicity shifts the $1\to2$ transition away from $0\to1$ by more than the line width, the fundamental has the sum of the rates out of levels 0 and 1 as its width, $\gamma_\uparrow+(\gamma_\downarrow+2\gamma_\uparrow)=\gamma_\downarrow+3\gamma_\uparrow$. The two forms agree when $\gamma_\uparrow\ll\gamma_\downarrow$. Pure dephasing and a spread of local environments widen a measured line further, without changing the energy relaxation.

Now suppose that level 2 and those above it cannot be reached. A small anharmonic detuning does not ensure this, because the lattice can supply a continuous range of energies. With only two levels, the upper population obeys $\dot P_1=-\gamma_\downarrow P_1+\gamma_\uparrow(1-P_1)$ and relaxes at $\gamma_\downarrow+\gamma_\uparrow$. The signs differ because a harmonic mode can climb further and a two-level mode saturates.

\section*{(d) The stimulated-emission factor}

\textit{Write $\Gamma(T)$ with a single thermal factor $R$, and find its cold and hot limits.}

\textbf{Solution.} Subtracting the two rates of (a) gives
\begin{equation}
\Gamma(T)=\frac{2\pi K_p^2A_0^2}{\hbar^2p!}\int\prod_ig(\omega_i)d\omega_i\,
\delta\Big(\Omega-\sum_i\omega_i\Big)R,
\label{gamma}
\end{equation}
with $R=\prod(1+n_i)-\prod n_i$. Now
\begin{equation}
1+n_i=\frac{e^{x_i/2}}{2\sinh(x_i/2)},\qquad n_i=\frac{e^{-x_i/2}}{2\sinh(x_i/2)} .
\end{equation}
The exponentials multiply to $e^{\pm X/2}$, and their difference is $2\sinh(X/2)$. Hence
\begin{equation}
R=\frac{2\sinh(X/2)}{\prod_i2\sinh(x_i/2)} .
\label{R}
\end{equation}
At $T=0$ all $n_i$ vanish and $R=1$, which is spontaneous emission. Phonons already present stimulate further emission, and the subtracted product is reabsorption. For three phonons the cubic terms cancel:
\begin{equation}
R=1+\sum_in_i+\sum_{i<j}n_in_j\qquad(p=3).
\label{R3}
\end{equation}
When cold, $R\simeq1+\sum n_i$, and for a given set of phonons the softest one governs the first rise. In an average over sets its weight in the decay spectrum matters as well. When $kT$ far exceeds $\hbar\Omega$, every $2\sinh(x/2)$ tends to $x$, so
\begin{equation}
R\to\frac{X}{\prod_ix_i}=\frac{\Omega}{\prod_i\omega_i}\Big(\frac{kT}{\hbar}\Big)^{p-1}.
\end{equation}
The power is $p-1$, not $p$, because reabsorption removes the leading term. Since $R=1$ at $T=0$ for every set of phonons, $\Gamma(T)=\Gamma(0)\langle R\rangle$, where the average is over the zero-temperature decay spectrum.

\section*{(e) Bounds that need no lattice spectrum}

\textit{With only $\Omega$, $\omega_m$ and $p$ known, between which values must $\langle R\rangle$ lie?}

\textbf{Solution.} Let $f(x)=\ln[2\sinh(x/2)]$. Then $f'=\tfrac12\coth(x/2)$ and $f''=-\tfrac14/\sinh^2(x/2)<0$, so $f$ is concave. From (\ref{R}),
\begin{equation}
\ln R=f(X)-\sum_if(x_i).
\end{equation}
Concavity gives $\sum f(x_i)\le p\,f(X/p)$. The smallest $R$ therefore belongs to the equal split $\omega_i=\Omega/p$, which is allowed because $\Omega<p\,\omega_m$.

For the largest $R$, take two phonons with $x_a\ge x_b$, both below the cutoff, and move them apart to $x_a+s$ and $x_b-s$. The derivative of $f(x_a+s)+f(x_b-s)$ with respect to $s$ is $f'(x_a+s)-f'(x_b-s)$, which is negative for $s>0$ because $f'$ decreases. So $R$ grows until the upper phonon reaches $\omega_m$. The lower one stays positive, since the other $p-1$ phonons carry at most $(p-1)\omega_m<\Omega$. Repeating the move puts all phonons but one at the cutoff:
\begin{equation}
R(\Omega/p,\dots,\Omega/p)\le\langle R\rangle\le R\big(\omega_m,\dots,\omega_m,\Omega-(p-1)\omega_m\big).
\label{bounds}
\end{equation}
An average cannot leave the range of its values. The bounds hold for any weight $g$ below the cutoff, and also for a coupling that varies with the phonon frequencies.

\section*{(f) Absolute rate for a Debye lattice}

\textit{For three phonons, $2\omega_m<\Omega<3\omega_m$ and a Debye lattice of host mass $M$, find $\Gamma(0)$ in closed form.}

\textbf{Solution.} A mode of frequency $\omega$ contributes $\hbar/2M\omega$ times its share of the motion. The normalized Debye density is $3\omega^2/\omega_m^3$, so
\begin{equation}
g(\omega)=\frac{3\hbar\,\omega}{2M\omega_m^3},\qquad
\langle u^2\rangle_0=\int_0^{\omega_m}g\,d\omega=\frac{3\hbar}{4M\omega_m}.
\end{equation}
What remains is $I=\int\omega_1\omega_2\omega_3\,\delta(\Omega-\sum\omega_i)\,d^3\omega$ over $0<\omega_i<\omega_m$. Measure each frequency down from the cutoff, $\omega_i=\omega_m-\eta_i$, so that $\sum\eta_i=y$ with $y=3\omega_m-\Omega$. Since $0<y<\omega_m$, no $\eta_i\ge0$ with this sum can exceed $\omega_m$, and the condition $\omega_i>0$ holds by itself. Expand
\begin{equation}
\prod_i(\omega_m-\eta_i)=\omega_m^3-\omega_m^2\sum_i\eta_i+\omega_m\sum_{i<j}\eta_i\eta_j-\eta_1\eta_2\eta_3 .
\end{equation}
The Laplace transform in $y$ of each integral is a product of factors $1/s$ (for $\eta^0$) and $1/s^2$ (for $\eta^1$). The four types give $s^{-3},s^{-4},s^{-5},s^{-6}$, that is $y^2/2$, $y^3/6$, $y^4/24$, $y^5/120$. The second and third types occur three times each:
\begin{equation}
I=\frac{\omega_m^3y^2}{2}-\frac{\omega_m^2y^3}{2}+\frac{\omega_my^4}{8}-\frac{y^5}{120}.
\end{equation}
Inserting $2\pi/3!=\pi/3$, $A_0^2$ and the cube of the slope of $g$ in (\ref{gamma}),
\begin{equation}
\Gamma(0)=\frac{\pi K_3^2}{3\hbar^2}\,\frac{\hbar}{2m\Omega}\,\frac{27\hbar^3}{8M^3\omega_m^9}\,I
=\frac{9\pi}{16}\,\frac{\hbar^2K_3^2}{m\Omega M^3\omega_m^9}\,I .
\label{g0}
\end{equation}
Near the upper edge of the window $I\simeq\omega_m^3y^2/2$, so the three-phonon rate vanishes quadratically as $\Omega\to3\omega_m$. This power comes from the step of the Debye density at the cutoff; a weight that ends as $\sqrt{\omega_m-\omega}$ gives $y^{7/2}$ instead. Beyond that edge at least four phonons are needed.

The prefactor was tested without the golden rule. One local quantum was coupled to 11480 discrete three-phonon states, with $K_3$ set so that (\ref{g0}) predicts $\Gamma=0.01\,\omega_m$. Unitary evolution between $t=20/\omega_m$ and $60/\omega_m$ gave a decay rate 1.0081 times the prediction. A deviation of order $\Gamma/\omega_m$ is expected from finite coupling.

\section*{(g) Numbers}

\textit{Take $\Omega=1140$ and $\omega_m=520$~cm$^{-1}$, $m=16$~u, $M=28$~u and $K_3=10^7$~eV/nm$^4$. Find the lifetime from 0 to 600~K.}

\textbf{Solution.} Two phonons carry at most 1040~cm$^{-1}$ and three up to 1560~cm$^{-1}$, so $p=3$. Here $y=420$~cm$^{-1}$ and $I=0.1131\,\omega_m^5$. The mean squares are $A_0^2=9.242\times10^{-6}$~nm$^2$ and $\langle u^2\rangle_0=1.737\times10^{-5}$~nm$^2$. The slope of $g$ is $2\langle u^2\rangle_0/\omega_m^2$, so
\begin{equation}
\Gamma(0)=\frac{\pi}{3}\,\frac{K_3^2A_0^2(2\langle u^2\rangle_0)^3}{\hbar\,(\hbar\omega_m)}\,\frac{I}{\omega_m^5}.
\end{equation}
The numerator is $10^{14}\times9.242\times10^{-6}\times(3.474\times10^{-5})^3=3.87\times10^{-5}$~eV$^2$. With $\hbar\omega_m=0.0645$~eV and $\hbar=6.58\times10^{-4}$~eV\,ps this gives $\Gamma(0)=0.108$~ps$^{-1}$, a lifetime of 9.25~ps and a full width of 0.57~cm$^{-1}$. The coupling was chosen to place the lifetime near ten picoseconds, so this value is an input in disguise. The temperature dependence does not contain $K_3$:

\begin{center}
\begin{tabular}{rcccc}
$T$ (K) & $\langle R\rangle$ & lower & upper & $1/\Gamma$ (ps)\\
77 & 1.014 & 1.002 & 1.183 & 9.13\\
150 & 1.141 & 1.083 & 1.644 & 8.11\\
300 & 1.857 & 1.690 & 3.106 & 4.98\\
450 & 3.116 & 2.800 & 5.419 & 2.97\\
600 & 4.890 & 4.373 & 8.636 & 1.89
\end{tabular}
\end{center}

The columns ``lower'' and ``upper'' are the bounds (\ref{bounds}). At 300~K the width $\Gamma/2\pi c$ of a harmonic mode is 1.07~cm$^{-1}$. The equal split, three phonons of 380~cm$^{-1}$, gives a factor 9\% below the Debye average at 300~K. The upper bound belongs to the triple 520, 520 and 100~cm$^{-1}$, whose soft phonon is thermally populated first. Between 450 and 600~K the mean slope is $\ln(4.890/3.116)/\ln(600/450)=1.57$, still short of the classical power 2.

\section*{(h) What the model leaves out}

\textit{Size the neglected effects and set the result beside a real defect.}

\textbf{Solution.} \textit{Golden rule.} At 300~K $\Gamma/\omega_m=2.0\times10^{-3}$, so the decay is slow on the time scale of the lattice.

\textit{Higher couplings.} Assume that each further derivative of the potential brings a factor $1/L$ with $L=0.02$~nm, a rough distance over which a stiff bond potential changes, much shorter than the bond itself. With $K_4=K_3/L$, four-phonon processes, including those that absorb one phonon and emit three, add 0.8\% to the three-phonon rate at 77~K, 2.7\% at 300~K and 5.3\% at 600~K. In the term $K_5Qu^5/5!$, two of the five factors can be paired in 10 ways, which leaves $10\langle u^2\rangle u^3/120=\tfrac12\langle u^2\rangle\,u^3/6$. With $K_5=+K_3/L^2$ the coupling becomes $K_3(1+\langle u^2\rangle/2L^2)$. At 300~K $\langle u^2\rangle=3.24\times10^{-5}$~nm$^2$, and the rate rises by $(1.0405)^2-1=8.3\%$; at 77~K it rises by 4.7\% and at 600~K by 15\%. A $K_3$ matched to the lifetime at 0~K already contains the zero-point part, $(1+\langle u^2\rangle_0/2L^2)^2-1=4.4\%$. Dividing it out leaves about 4\% at 300~K and 10\% at 600~K. A negative $K_5$ would reverse the sign. Other terms of similar order have not been sized.

\textit{Softer lattice.} Lowering the cutoff by 1\% with $K_3$, $\Omega$ and the masses fixed raises $\Gamma(0)$ by 2.5\%, although the phase space shrinks. In (\ref{g0}) the factor $\omega_m^{-9}$ grows by 9.5\%, because the weight $g$ at a given frequency scales as $\omega_m^{-3}$ and enters three times, while $I$ falls by about 6\%.

\textit{Two levels.} The ratio $\gamma_\uparrow/\gamma_\downarrow$ is 0.0042 at 300~K and 0.065 at 600~K. A two-level mode would relax faster than a harmonic one by $(1+0.065)/(1-0.065)=1.14$ at 600~K, and by less than 1\% at 300~K. The width $\gamma_\downarrow+3\gamma_\uparrow$ of an anharmonically resolved fundamental exceeds $\Gamma$ by 1.7\% at 300~K and by 28\% at 600~K.

\textit{The real case.} The frequencies and masses are roughly those of the stretching mode of interstitial oxygen in silicon, whose low-temperature lifetime is roughly ten picoseconds. Silicon does not have a Debye spectrum. If $\Gamma(0)$ is held at the value above, the bounds allow a lifetime at 300~K between $9.25/3.106=3.0$ and $9.25/1.690=5.5$~ps; the Debye value of 5.0~ps lies near the slow end. This range covers the shape of the spectrum below the cutoff, not the corrections above. It also assumes that lattice phonons take all the energy. The oxygen centre has other vibrations of its own. One lying between $1140-520=620$ and 1140~cm$^{-1}$ could, if symmetry allows the coupling, take part in a decay into two quanta with $R=1+n_1+n_2$, and (\ref{bounds}) for $p=3$ would no longer apply. The rounded inputs hide how close this case is. The measured low-temperature values are near 1136~cm$^{-1}$ for the mode and 612~cm$^{-1}$ for the symmetric stretch of the same centre, and their difference, about 524~cm$^{-1}$, lies at the top of the silicon band. Isotope experiments have been explained by decay into that stretch and one lattice phonon. For this pair $R=1.14$ at 300~K, which would turn 9.25~ps into about 8~ps, outside the range above. The three-phonon model is therefore an illustration with similar numbers, not the established cause of the oxygen lifetime. The band also moves to about 1107~cm$^{-1}$ at room temperature, which in (\ref{g0}) alone raises $\Gamma(0)$ by 6\%. The remaining computed values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
local mode frequency: 1140 cm^-1
lattice cutoff: 520 cm^-1
local mass: 16 u, host mass: 28 u
effective coupling K: 1.0e+07 eV/nm^4
least number of phonons: 3
local zero-point mean square A0^2: 9.242e-06 nm^2
host zero-point mean square: 1.737e-05 nm^2
phase-space integral / cutoff^5: 0.1131
rate at 0 K: 0.1081 1/ps
lifetime at 0 K: 9.25 ps
lifetime-limited full width at 0 K: 0.574 cm^-1
77 K: R mean 1.014, equal split 1.002, upper bound 1.183
77 K: rate 0.1095 1/ps, lifetime 9.13 ps
150 K: R mean 1.141, equal split 1.083, upper bound 1.644
150 K: rate 0.1233 1/ps, lifetime 8.11 ps
300 K: R mean 1.857, equal split 1.690, upper bound 3.106
300 K: rate 0.2007 1/ps, lifetime 4.98 ps
450 K: R mean 3.116, equal split 2.800, upper bound 5.419
450 K: rate 0.3367 1/ps, lifetime 2.97 ps
600 K: R mean 4.890, equal split 4.373, upper bound 8.636
600 K: rate 0.5284 1/ps, lifetime 1.89 ps
corner phonon of the upper bound: 100 cm^-1
full width at 300 K: 1.065 cm^-1
evolution test, rate seen / golden rule: 1.0081
discrete three-phonon states in that test: 11480
derivative length L assumed: 0.02 nm
77 K: four-phonon / three-phonon rate 0.84 %
77 K: host mean square 1.858e-05 nm^2
77 K: rate change by coupling shift 4.7 %
77 K: upward / downward rate 5.61e-10
300 K: four-phonon / three-phonon rate 2.65 %
300 K: host mean square 3.240e-05 nm^2
300 K: rate change by coupling shift 8.3 %
300 K: upward / downward rate 4.22e-03
600 K: four-phonon / three-phonon rate 5.26 %
600 K: host mean square 5.808e-05 nm^2
600 K: rate change by coupling shift 15.0 %
600 K: upward / downward rate 6.50e-02
0 K rate change for cutoff 1 % lower: 2.5 %
rate / cutoff angular frequency at 300 K: 2.0e-03
\end{verbatim}
